Exponential k-point grid convergence in a Chern insulator, part 2

How fast do N×N k-grid averages f_N approach zone averages ⟨f⟩ in a Chern insulator? The example is the Haldane model, in units of the hopping t and lattice constant a.

a1 = (1,0), a2 = (1/2,√3/2), A_c = √3/2, k_j = k·a_j, ∂_j = ∂/∂k_j, R = R1a1 + R2a2, ⟨f⟩ = (1/4π²) ∫dk1 dk2 f, f̂(R) = ⟨f e^(−ik·R)⟩.

H_AB = tφ, φ = 1 + e^(−ik1) + e^(−ik2), H_AA = −H_BB = d_z = M − gS, S = sin k1 + sin(k2−k1) − sin k2, g = 2t2, D = t²|φ|² + d_z².

t = 1, μ = 3√3 t2 = 1, M = 0.5 (C = −1) or 1.5 (C = 0); m = M − μ is d_z at K′ = (2π/3, 4π/3); v = √3 t/2.

The filled band has projector

P = ½(1 − H/√D)   (1)

and e = Tr HP = −√D, E = ⟨e⟩, n_A = ⟨P_AA⟩, ρ(R) = P̂(R).

F = i Tr P[∂1P, ∂2P], C = (1/2π) ∫F dk1 dk2. For P = UU†, U†U = 1:

F = −2 Im tr ∂1U†∂2U.   (2)

With ψ = P|B⟩ and u = ψ/|ψ|, w_R = û(R) is the Wannier amplitude in cell −R. The spread for C = −1 is

⟨R²⟩_N = (A_c/4π²) 2π ∫dq/q = (A_c/2π) ln N + constant.   (4)

f_N − ⟨f⟩ = Σ_(R≠0) f̂(NR).   (5)

For f analytic and periodic up to shift κ,

f̂(R) = e^(−κ·R) ⟨f(k − iκ) e^(−ik·R)⟩,  |f̂(R)| ≤ e^(−κ·R) max_k |f(k − iκ)|.   (6)

With k1 = x = 2u′, k2 = u′ + y,

D = t²(1 + 4cos²u′ + 4cos u′ cos y) + (M − g sin 2u′ + 2g sin u′ cos y)².   (7)

The zero of D nearest below the real axis, at y = 0, is x*, and α = −Im x*. For C = −1 and 0, x* = 2.204089 − 0.668728i and 2.118747 − 0.497010i. At distance q from K′,

D ≈ m² + c2 q²,  c2 = v² + mμ/2,  α ≈ |m|/√c2.   (8)

**The prefactor**

Let f = h D^s with h analytic and h* ≠ 0 its value at (x*, 0). Write D_x and D_yy for the derivatives there, with ∂_x = ∂1 + ½∂2 and ∂_y = ∂2. For small real y the zero moves to x_b(y), fixed by D_x(x_b − x*) + ½D_yy y² = 0, with corrections of order y⁴ since D is even in y. Put x − x_b = iw, so that D ≈ βw with β = iD_x; points directly above the branch point have w > 0.

At fixed y, push the x-contour, of length 2π, down to a depth α′ > α. The two vertical sides cancel after the y-integration, because (x + 2π, y − π) is the same point of the torus as (x, y) and y runs over a full period. The horizontal part is of order e^(−α′N). What remains is a loop around the cut w < 0. Increasing x means w = −i(x − x_b) moving from positive to negative imaginary part, opposite to the Hankel contour, which comes in below the cut and leaves above it. With dx = i dw and e^(−iNx) = e^(−iNx_b) e^(Nw), the loop equals −i h*β^s e^(−iNx_b) times the Hankel integral. For s > −1 collapse that contour on the cut, w = r e^(∓iπ), dw = −dr:

∫w^s e^(Nw) dw = (e^(−iπs) − e^(iπs)) ∫₀^∞ r^s e^(−Nr) dr = −2i sin(πs) Γ(s+1) N^(−s−1) = 2πi N^(−s−1)/Γ(−s),

by the reflection formula Γ(−s)Γ(1+s) = −π/sin πs. Both ends are entire in s, so the result holds for all s. The x-integral is therefore 2π h*β^s N^(−s−1) e^(−iNx_b)/Γ(−s).

Because D_x = −iβ, i/D_x = −1/β, and

e^(−iNx_b) = e^(−iNx*) exp(iN D_yy y²/2D_x) = e^(−iNx*) exp(−N D_yy y²/2β).

If Re(D_yy/β) > 0 the branch point sinks as y leaves 0, and the Gaussian integral is √(2πβ/(N D_yy)) with the principal root. The program asserts this condition and Re β > 0. Dividing by 4π²,

f̂(N a1) ≈ h* β^s N^(−s−1) √(2πβ/(N D_yy)) e^(−iNx*)/(2πΓ(−s)),   (9)

with relative corrections of order 1/N. For the energy h = −1, s = ½, Γ(−½) = −2√π, and the two minus signs cancel. For the occupation h = −d_z/2, s = −½, Γ(½) = √π; the constant ½ in P_AA affects only R = 0. In both cases the numerical factor is √(2π)/(4π√π) = 1/(2√2π). For the arguments of β and D_yy met here the principal roots combine without extra sign, and

ê(N a1) ≈ β e^(−iNx*)/(2√2π N² √D_yy),
n̂(N a1) ≈ −d_z* e^(−iNx*)/(2√2π N √D_yy).   (10)

The program computes the coefficients by quadrature on a torus shifted by 0.9α, where (6) removes most of the exponential and rounding does not hide them. In the Chern phase the ratio of ê to (10) is 1.0232 − 0.0503i, 1.0121 − 0.0247i, 1.0062 − 0.0123i at N = 40, 80, 160, and for n̂ it is 1.0070 − 0.0013i, 1.0032 − 0.0006i, 1.0015 − 0.0003i. The deviation halves as N doubles. The tests require the ratio r to be within 0.06 of 1 at N = 160 and 2r(160) − r(80) within 0.01 of 1, in both phases. An error δ in α would multiply r(160) by e^(160δ), so α is the true rate.

The map (k1, k2) → (k2−k1, −k1) has determinant 1. It permutes the three arguments in S cyclically and the three cosines in |φ|², so D and d_z are invariant, and the coefficients at N a1, N(a2−a1), −N a2 are equal. For real f, f̂(−R) is the conjugate of f̂(R). The six shortest terms in (5) add to

f_N − ⟨f⟩ ≈ 6 Re f̂(N a1).   (11)

The next shell is N(a1+a2) and its images under the same symmetries. For κ = s(α, α/2), κ·(a1+a2) = 1.5 sα, so (6) bounds these terms by a constant times e^(−1.5sαN) for any s < 1. The program asserts (11), with the numerically computed coefficient, to 2% of the envelope, six times the modulus of (10), at N = 24 and 30.

**The numbers**

The reference values are from the 120×120 grid and agree with a 200×200 Gauss–Legendre rule to 10⁻¹²: E = −1.755223168534 t per cell and n_A = 0.370933462171 for C = −1, and E = −2.249893884417 t per cell and n_A = 0.158903219120 for C = 0.

For C = −1, β = 0.75482 − 0.25013i, D_yy = 1.01638 + 1.29356i (both in t²) and d_z* = −0.60777 − 0.04547i. The moduli are |β| = 0.79518, |D_yy|^(1/2) = 1.64509^(1/2) = 1.28261 and |d_z*| = 0.60947, and 2√2π × 1.28261 = 11.3970. At N = 24, αN = 16.0495 and e^(−αN) = 1.0710×10⁻⁷. The energy envelope is

6 × 0.79518/11.3970 × 1/576 × 1.0710×10⁻⁷ = 7.784×10⁻¹¹ t.

The phase is arg β − ½ arg D_yy − N Re x* = −0.3200 − 0.4524 − 52.8981, which is −3.4051 after adding 16π, with cosine −0.9655. The prediction is −7.52×10⁻¹¹ t and the error found by diagonalization on the grid is −7.62×10⁻¹¹ t; they differ by 1.3% of the envelope. For the occupation the envelope is 6 × 0.60947/11.3970 × 1/24 × 1.0710×10⁻⁷ = 1.432×10⁻⁹, the prediction is −1.420×10⁻⁹ and the actual error −1.438×10⁻⁹.

The actual energy errors in t per cell, Chern phase first, are:

N = 6: −7.5×10⁻⁵ and +6.7×10⁻⁴
N = 12: −6.4×10⁻⁷ and +7.0×10⁻⁶
N = 18: −7.7×10⁻⁹ and +1.4×10⁻⁷
N = 24: −7.6×10⁻¹¹ and +3.3×10⁻⁹
N = 30: −5.1×10⁻¹³ and +8.7×10⁻¹¹

The phase without localized Wannier functions converges exponentially, and at the larger rate, which settles the opening decision for this model. Its error is the smaller at every N listed, but not at every N: because the errors oscillate, the trivial phase has the smaller energy error at N = 2, 5, 8 and 11.

Several features of the output limit how (10) and (11) may be used. The envelope belongs to the leading term and is not a bound: the occupation error at N = 24 exceeds it by 0.4%, and the trivial energy error at N = 6, 6.68×10⁻⁴, exceeds its envelope 5.83×10⁻⁴ by 15%. At N = 6 in the Chern phase the prediction, +2.9×10⁻⁵, has the wrong sign; the miss of 1.0×10⁻⁴ is half the envelope 2.1×10⁻⁴. The ratio at N = 160 implies a correction near 160 × (0.0062 − 0.0123i)/N = (1.0 − 2.0i)/N, of modulus 0.37 at N = 6. Multiplied into the complex leading term, its real part is −6.3×10⁻⁵, about 60% of the miss; the rest comes from higher orders and further shells. The error oscillates as cos(N Re x* + phase), so a single grid can be accurate by accident, and convergence should be judged from several N.

Every element of P is a constant plus a trigonometric polynomial times D^(−1/2), so (9) gives |ρ(n a1)| ∝ e^(−αn)/n. The printed norms for C = −1 are 9.119×10⁻⁹ at n = 20 and 7.482×10⁻¹² at n = 30, and ln[(20 × 9.119×10⁻⁹)/(30 × 7.482×10⁻¹²)]/10 = 0.6700 per a, 0.2% above α. For C = 0 the rate is 0.4986 against 0.4970. The coefficients of ψ = P|B⟩ are a column of ρ, so ψ is exponentially localized in the Chern phase too. Its translates span the band but are not orthonormal: their overlaps are the Fourier coefficients of ⟨B|P|B⟩. Löwdin orthogonalization divides by the square root of that function, which vanishes at K′, and the division creates the vortex. In the trivial phase u_A = −tφ/√(2√D(√D + d_z)) behaves as D^(−1/4) at x*. If √D + d_z has no nearer zero, which was not checked, (9) gives e^(−αn) n^(−5/4) and a mean rate 0.4970 + 1.25 ln 2/20 = 0.540 between n = 20 and 40; the output has 0.5434.

The Chern number itself converges exponentially when computed from P. Write H = d·σ with tφ = d_x − i d_y, so that D = d·d. Then P = ½(1 − n·σ) with n = d/√D gives [∂1P, ∂2P] = (i/2)(∂1n × ∂2n)·σ, whose trace with P is −(i/2) n·(∂1n × ∂2n), so F = ½ d·(∂1d × ∂2d) D^(−3/2); the parts of ∂n along d drop out of the triple product. With s = −3/2, (9) has no power of N. The threefold map multiplies φ by e^(ik1), so F, unlike D and d_z, is not invariant and (11) does not apply to it; its coefficients at N a1, N(a2−a1), −N a2 share the factor e^(−iNx*) but have different prefactors, and they still add to a leading form B cos φ_N. For C = −1 the errors at N = 10, 20, 30 are 3.78×10⁻³, −4.81×10⁻⁶, 5.90×10⁻⁹, with ratios 786 and 815 against e^(10α) = 802. The signs alternate because 10 Re x* = 22.04 is close to 7π = 21.99. For C = 0 the sequence −1.14×10⁻², −6.55×10⁻⁶, 6.50×10⁻⁷ is irregular. The first and third differ by a factor e^(9.77), near e^(20α) = e^(9.94), and have opposite signs, as expected near a node of the cosine at N = 20. Multiplied by e^(αN) the three errors are −1.64, −0.14, +1.94. For the leading form B cos φ_N the phase advances by δ = 10 Re x* = 6π + 2.338 per step, so the first and third differ by 2|B sin φ_20| sin δ = 3.58 with sin δ = 0.72. This gives |B sin φ_20| ≈ 2.5 against |B cos φ_20| ≈ 0.14, so N = 20 lies close to a node, at a distance of about 0.14/2.5 ≈ 0.06 rad; the 1/N corrections contained in these errors do not allow a closer estimate.

The rate does collapse when the gap closes, from either side. By (8), α ≈ (|m|/v)(1 − mμ/4v²) for small m, a correction of ±0.33% at m = ∓0.01. The output has α = 0.011586 and 0.011509 around |m|/v = 0.011547 per a. At m = 0, e ≈ −vq near K′ is of degree one in q, so its coefficients fall as R⁻³. For N divisible by 3 the phases e^(−iK′·NR) in (5) equal 1 and the leading error is c/N³. Successive differences then have the ratio (1 − 1/8)/(1/8 − 1/64) = 8. The output gives 1.041×10⁻⁵ and 1.302×10⁻⁶ t for N = 48, 96, 192, with ratio 7.993.

**The general statement**

Let H be a fixed lattice-periodic one-particle Hamiltonian in two dimensions, in a finite orthonormal basis per cell, with ‖H(R)‖ ≤ c e^(−γ|R|). Let the r filled bands lie below ε_F − Δ/2 and the others above ε_F + Δ/2 for all real k, with Δ > 0.

(a) If r functions have finite second moments and their lattice translates are an orthonormal basis of the filled space, then C = 0. Exponential decay implies a finite second moment, so for C ≠ 0 there are no exponentially localized Wannier functions in this sense.

(b) For any C there is a κ0 > 0 such that |ρ(R)| ≤ B e^(−κ0|R|), and the N×N grid errors of the band energy and of every element of ρ are bounded by a constant times e^(−κ0 a_min N), where a_min is the length of the shortest lattice vector.

Proof of (a). Collect the amplitudes in cell −R, as for w_R above, in matrices W_R with r columns and set U(k) = Σ W_R e^(ik·R), which is square integrable. Orthonormality of the translates reads Σ_R W_R†W_(R+R′) = δ_(R′,0)·1. The left side is the Fourier coefficient of U†U at R′, and an integrable function is fixed almost everywhere by its coefficients, so U†U = 1 almost everywhere. The functions lie in the filled space, so PU = U; r orthonormal vectors in a space of dimension r span it, so P = UU†. Finite second moments make ∂_jU = Σ iR_j W_R e^(ik·R) square integrable. The product rule holds for truncated sums, and since these and their derivatives converge in mean square, each product converges in mean. So ∂P = ∂U U† + U ∂U† and ∂(U†U) = ∂U†U + U†∂U = 0 hold almost everywhere. These are the only facts used in deriving (2), which therefore holds almost everywhere. By Parseval's theorem,

⟨tr ∂1U†∂2U⟩ = Σ_R tr (iR1W_R)†(iR2W_R) = Σ_R R1R2 tr W_R†W_R.

The sum converges absolutely because |R1R2| ≤ ½(R1² + R2²), and it is real. Hence ⟨F⟩ = 0 and C = 2π⟨F⟩ = 0.

Normalization is the decisive hypothesis. Parseval's step applies equally to ψ = P|B⟩, and the program asserts |Im⟨∂1ψ†∂2ψ⟩| < 10⁻⁹ in both phases, but (2) does not hold for ψ, so nothing forces C to vanish. Non-orthogonal or overcomplete localized sets are not excluded by (a). The converse, that C = 0 guarantees localized Wannier functions, is not proved here; in the example they were built directly.

Proof of (b). Take a closed counter-clockwise contour Γ of length ℓ that crosses the real axis at ε_F and below the spectrum, and stays at least Δ/2 from all eigenvalues at all real k. For real k, H is Hermitian, so ‖(z − H)⁻¹‖ ≤ 2/Δ on Γ, and residues in the eigenbasis give the Riesz formula

P(k) = (1/2πi) ∮_Γ (z − H(k))⁻¹ dz.   (12)

For |κ| < γ the series H(k − iκ) = Σ H(R) e^(ik·R) e^(κ·R) converges, is analytic and periodic, and

‖H(k − iκ) − H(k)‖ ≤ Σ_R ‖H(R)‖ (e^(|κ||R|) − 1) ≡ η(|κ|).

η is continuous and increasing with η(0) = 0. Choose κ0 < γ with η(κ0) < Δ/2. Write V = H(k − iκ) − H(k) and G = (z − H(k))⁻¹. Then z − H(k − iκ) = G⁻¹(1 − GV) with ‖GV‖ ≤ 2η/Δ < 1, so the Neumann series converges and the resolvent is bounded by (2/Δ)/(1 − 2η/Δ) = 1/(Δ/2 − η). The inverse of an analytic invertible matrix is analytic, so (12) continues P to |κ| ≤ κ0 as an analytic periodic function with ‖P‖ ≤ B = ℓ/(2π(Δ/2 − η(κ0))). The same holds for Tr HP. Apply (6) with κ = κ0R/|R| to obtain |f̂(R)| ≤ B_f e^(−κ0|R|). In (5), N|R| = (N−1)|R| + |R| ≥ (N−1)a_min + |R| for R ≠ 0, so

|f_N − ⟨f⟩| ≤ B_f e^(−κ0 a_min (N−1)) Σ_(R≠0) e^(−κ0|R|),

and the last sum is finite. For ρ(R0) the same argument applies to f = P e^(−ik·R0), whose bound gains the factor e^(κ0|R0|).

No eigenvector and no phase appears in this proof, so C cannot enter. Crossings among filled bands do not matter either, since Γ encloses them together. The program tests the Riesz formula against (1) at a complex k-point, with a circle around the lower eigenvalue as contour, to a relative 10⁻⁵. The κ0 of the proof is a lower bound on the rate, of order Δ/(2Σ‖H(R)‖|R|) for small gaps; the true rate needs the location of the singularities, as in (7) to (9). A shifted grid multiplies the terms of (5) by phases and leaves the bound unchanged. The proof of (b) does not use the dimension. In three dimensions the proof of (a), applied to each pair of directions with the third averaged over, sets all three Chern numbers to zero.

Part (b) covers zone averages of functions built analytically from H(k), P(k) and their derivatives, F included, and the real-space density, which is linear in ρ(R). It fails when Δ = 0, as the N⁻³ law shows, and its proof fails when the hoppings decay only as a power, since H(k) then has no strip of analyticity; convergence is then in general algebraic, although special cases escape, such as a power-law term proportional to the unit matrix, which slows the energy but leaves P unchanged. For Δ small, N must exceed about 1/α ≈ v/|m| before the exponential is visible. It does not cover gauge-dependent quantities such as the spread (4), single-band energies at a crossing inside the filled set, or integrands with a singular kernel such as the Coulomb factor in exact exchange. It is proved here for a fixed H in a finite basis. In a self-consistent mean-field calculation H depends on the grid through the density, and carrying the bound over requires in addition a stable self-consistent solution, which is not shown here.

Numbers as computed

```
t = 1.0 t, 3sqrt3*t2 = 1.0 t, t2 = 0.192450 t, v = 0.866025 t*a, Ac = 0.866025 a^2
Ac/(2 pi) = 0.137832 a^2
--- Chern: M = 0.5 t, m = -0.5 t, gap = 1.000000 t
E = -1.755223168534 t/cell, nA = 0.370933462171 electrons
C = -1; grid error of C, N=10,20,30: 3.78e-03, -4.81e-06, 5.90e-09
xs = 2.204089 -0.668728i rad (2pi/3 = 2.094395)
alpha = 0.668728, alpha0 = 0.545587, quadratic estimate = 0.7071 (1/a)
beta = 0.75482-0.25013j t^2, Dyy = 1.01638+1.29356j t^2, dz* = -0.60777-0.04547j t
N=40: fhat/asymptote  E 1.0232-0.0503j  nA 1.0070-0.0013j
N=80: fhat/asymptote  E 1.0121-0.0247j  nA 1.0032-0.0006j
N=160: fhat/asymptote  E 1.0062-0.0123j  nA 1.0015-0.0003j
N: dE, predicted, envelope (t/cell) | dnA, predicted, envelope (electrons)
6: -7.505e-05 2.941e-05 2.104e-04 | 5.049e-04 4.932e-04 9.674e-04
12: -6.395e-07 -4.710e-07 9.514e-07 | -1.107e-06 -1.076e-06 8.751e-06
18: -7.725e-09 -7.061e-09 7.650e-09 | -7.596e-08 -7.433e-08 1.055e-07
24: -7.615e-11 -7.516e-11 7.784e-11 | -1.438e-09 -1.420e-09 1.432e-09
30: -5.127e-13 -5.448e-13 9.012e-13 | -1.807e-11 -1.791e-11 2.072e-11
|rho(n a1)|, n=10,20,30: 1.512e-05, 9.119e-09, 7.482e-12; rate of n|rho| = 0.6700 1/a
winding of u_A around K' = -1.000000
min <B|P|B> = 0.000000; <R^2>, N=64,256,1024: 0.73990, 0.93309, 1.12439 a^2; per ln N = 0.13799 a^2
|w_A(n a1)|, n=10,20,30,40: 1.238e-03, 3.268e-04, 1.479e-04, 8.396e-05
n^2|w_A| at n=30,60: 0.13314, 0.13554 a^2; power = -1.974
--- trivial: M = 1.5 t, m = 0.5 t, gap = 1.000000 t
E = -2.249893884417 t/cell, nA = 0.158903219120 electrons
C = 0; grid error of C, N=10,20,30: -1.14e-02, -6.55e-06, 6.50e-07
xs = 2.118747 -0.497010i rad (2pi/3 = 2.094395)
alpha = 0.497010, alpha0 = 0.428410, quadratic estimate = 0.5000 (1/a)
beta = 1.00852-0.10123j t^2, Dyy = 2.62285+0.78018j t^2, dz* = 0.43789-0.00922j t
N=40: fhat/asymptote  E 1.0471-0.0262j  nA 0.9897-0.0127j
N=80: fhat/asymptote  E 1.0237-0.0127j  nA 0.9950-0.0063j
N=160: fhat/asymptote  E 1.0119-0.0062j  nA 0.9976-0.0031j
N: dE, predicted, envelope (t/cell) | dnA, predicted, envelope (electrons)
6: 6.676e-04 5.386e-04 5.825e-04 | -1.377e-03 -1.438e-03 1.510e-03
12: 6.957e-06 6.344e-06 7.382e-06 | -3.249e-05 -3.434e-05 3.828e-05
18: 1.357e-07 1.290e-07 1.663e-07 | -1.017e-06 -1.065e-06 1.294e-06
24: 3.292e-09 3.203e-09 4.742e-09 | -3.460e-08 -3.598e-08 4.918e-08
30: 8.713e-11 8.630e-11 1.538e-10 | -1.201e-09 -1.246e-09 1.994e-09
|rho(n a1)|, n=10,20,30: 4.680e-05, 1.551e-07, 7.067e-10; rate of n|rho| = 0.4986 1/a
min <B|P|B> = 0.723607; <R^2>, N=64,256,1024: 0.13186, 0.13206, 0.13207 a^2; per ln N = 0.00001 a^2
|w_A(n a1)|, n=10,20,30,40: 1.268e-05, 3.407e-08, 1.371e-10, 6.493e-13
sum R^2|w|^2 = 0.13207 a^2; mean decay rate n=20..40 = 0.5434 1/a
alpha ratio Chern/trivial = 1.3455
m = -0.01 t: alpha = 0.011586 1/a, |m|/v = 0.011547 1/a
m = 0.01 t: alpha = 0.011509 1/a, |m|/v = 0.011547 1/a
m = 0: E48-E96 = 1.041e-05, E96-E192 = 1.302e-06 t/cell, ratio = 7.993
```
